# Cubic-in-Thickness Suppression of Tunnelling by a Weak In-Plane Magnetic Field

## A thin sheet of magnetic field

Consider an electron of charge $-e$ tunnelling along $x$ through a flat barrier, $0<x<d$, with decay constant $\kappa$. Let the magnetic field vanish except in a thin sheet of width $w$ at depth $a$. There it has strength $B$ and points along $z$, in the plane of the barrier.

The sheet changes the electron's in-plane momentum along $y$ by $\hbar p=eBw$. If the electron entered without in-plane momentum, it has kinetic energy $\hbar^2p^2/2m$ along $y$ behind the sheet. The total energy is fixed, so this energy is missing from the motion along $x$, and the decay constant becomes $\sqrt{\kappa^2+p^2}$. For $p\ll\kappa$ the exponent of the transmission changes by

$$-2(d-a)\left(\sqrt{\kappa^2+p^2}-\kappa\right)\simeq-\frac{p^2(d-a)}{\kappa}.$$

The loss is quadratic in the field and proportional to the path left to travel. In a uniform field the momentum builds up steadily: at depth $x$ it is $\hbar\beta x$, with $\beta=eB/\hbar$. Each slice $dx$ then contributes $-\beta^2x^2dx/\kappa$, and the sum is $-\beta^2d^3/(3\kappa)$. Two powers of thickness come from the squared momentum and one from the path length. The rest of the proof concerns the wave equation, the prefactor and the conditions of validity.

## Setting and theorem

The barrier has band edge $V$ and mass $m_b$. Both electrodes have band edge zero and mass $m_l$. The electron has energy $E<V$, and

$$\Phi=V-E,\qquad \kappa=\frac{\sqrt{2m_b\Phi}}{\hbar},\qquad k=\frac{\sqrt{2m_lE}}{\hbar},\qquad s=\frac{m_b}{m_l}.$$

The field is uniform inside the barrier and absent from the electrodes. Bias, spin and scattering are left out, and the motion along $z$ carries no momentum. *Normal incidence* means that the kinetic in-plane momentum is zero at the entrance face. $T$ is the ratio of transmitted to incident particle flux along $x$.

**Theorem.** Let the barrier be opaque, $\kappa d\gg1$, the field weak, $\beta d\ll\kappa$ and $\beta d\ll k$, and the electrode electron not too slow, $k^2d\gg\kappa$. Then, at normal incidence and to leading order,

$$\ln T(B)-\ln T(0)\simeq-\frac{\beta^2d^3}{3\kappa}=-\frac{e^2B^2d^3}{3\hbar\sqrt{2m_b\Phi}}.$$

## Lemma 1: the one-dimensional equation

**Lemma 1.** At normal incidence the wave in the barrier obeys $\psi''=(\kappa^2+\beta^2x^2)\psi$, and the normal wave number in the exit electrode is $q=\sqrt{k^2-\beta^2d^2}$.

**Proof.** Choose $\mathbf A=(0,A_y,0)$ with $A_y=0$ for $x<0$, $A_y=Bx$ in the barrier and $A_y=Bd$ for $x>d$. Then $B_z=\partial_xA_y$ equals $B$ inside and zero outside. For charge $-e$ the kinetic momentum is $\mathbf p+e\mathbf A$. Since $A_y$ does not depend on $y$, we may write the wave as $\psi(x)e^{ik_yy}$. Its kinetic momentum along $y$ is $\hbar(k_y+\beta x)$ in the barrier, and the Schrödinger equation there reads

$$-\frac{\hbar^2}{2m_b}\left[\psi''-(k_y+\beta x)^2\psi\right]+V\psi=E\psi .$$

Multiplying by $-2m_b/\hbar^2$ and collecting terms gives

$$\psi''=\left[\kappa^2+(k_y+\beta x)^2\right]\psi. \tag{1}$$

At $x=0$ the kinetic in-plane momentum is $\hbar k_y$, so normal incidence means $k_y=0$. In the exit electrode it is $\hbar\beta d$, and energy conservation gives $q^2+\beta^2d^2=k^2$. $\square$

The condition $k_y=0$ belongs to this gauge, but the kinetic momentum does not. Under $\mathbf A\to\mathbf A+\nabla\chi$ the wave becomes $e^{-ie\chi/\hbar}\psi$. The momentum operator acting on the new phase produces $-e\nabla\chi$, which cancels the added $e\nabla\chi$.

The term $\beta^2x^2$ acts as an added barrier of height $\hbar^2\beta^2x^2/2m_b$. The magnetic force does no work; it moves energy from the normal to the in-plane motion.

## Lemma 2: decaying and growing solutions

**Lemma 2.** To order $\beta^2$, equation (1) with $k_y=0$ has a decaying solution $f$ with $u=-f'/f$ and a growing solution $g$ with $v=g'/g$, where

$$u=\kappa+\beta^2\left(\frac{x^2}{2\kappa}+\frac{x}{2\kappa^2}+\frac1{4\kappa^3}\right),\qquad
v=\kappa+\beta^2\left(\frac{x^2}{2\kappa}-\frac{x}{2\kappa^2}+\frac1{4\kappa^3}\right).$$

**Proof.** Differentiating $u=-f'/f$ gives $u'=-f''/f+(f'/f)^2=u^2-\kappa^2-\beta^2x^2$. Insert $u=\kappa+\beta^2w$ and keep order $\beta^2$:

$$w'=2\kappa w-x^2 .$$

Try $w=ax^2+bx+c$. The powers $x^2$, $x^1$ and $x^0$ require

$$0=2\kappa a-1,\qquad 2a=2\kappa b,\qquad b=2\kappa c,$$

so $a=1/2\kappa$, $b=1/2\kappa^2$ and $c=1/4\kappa^3$. The general solution also contains a multiple of $e^{2\kappa x}$, which corresponds to mixing some growing wave into $f$. We set it to zero; any two independent solutions serve as a basis.

For the growing solution, $v'=g''/g-(g'/g)^2=\kappa^2+\beta^2x^2-v^2$. With $v=\kappa+\beta^2h$ this becomes $h'=x^2-2\kappa h$. The same trial polynomial now requires $2\kappa a=1$, $2a=-2\kappa b$ and $b=-2\kappa c$. The sign of the middle coefficient is reversed and the other two are unchanged. $\square$

## Lemma 3: matching at the faces

**Lemma 3.** Up to relative corrections of order $e^{-2\kappa d}$,

$$T=\frac{4s^2kq\,(u_d+v_d)^2}{(s^2k^2+u_0^2)(s^2q^2+v_d^2)}\exp\left(-2\int_0^du\,dx\right), \tag{2}$$

where the subscripts $0$ and $d$ denote values at the two faces.

**Proof.** Write the wave as $e^{ikx}+re^{-ikx}$ at the entrance, $Af+Cg$ in the barrier and $te^{iq(x-d)}$ at the exit. Normalize $f(0)=1$ and $g(d)=1$. Then $f_d=\exp(-\int_0^du\,dx)$, and $g(0)$ is similarly small. The wave and its slope divided by the mass are continuous, so the slope on the barrier side is $s$ times that on the electrode side.

The exit conditions make $C$ of order $Af_d$. At the entrance the growing wave is therefore of order $Af_dg(0)\sim Ae^{-2\kappa d}$ and is dropped:

$$1+r=A,\qquad isk(1-r)=-u_0A .$$

Since $1-r=2-A$, this gives $A=2isk/(isk-u_0)$ and $|A|^2=4s^2k^2/(s^2k^2+u_0^2)$.

At the exit,

$$Af_d+C=t,\qquad -u_dAf_d+v_dC=isqt .$$

Multiply the first equation by $v_d$ and subtract the second, which removes $C$:

$$(u_d+v_d)Af_d=(v_d-isq)t .$$

The electrodes have equal masses, so $T=(q/k)|t|^2$. Inserting $|t|^2$ and $|A|^2$ gives (2). $\square$

## Proof of the theorem

Let $K^2=s^2k^2+\kappa^2$. Each factor of (2) is expanded to order $\beta^2$; the contributions to $\Delta\ln T/\beta^2$ are as follows.

- From $q=k\sqrt{1-\beta^2d^2/k^2}$: $\;-d^2/2k^2$.
- From $u_d+v_d=2\kappa+\beta^2(d^2/\kappa+1/2\kappa^3)$, which enters squared: $\;d^2/\kappa^2+1/2\kappa^4$.
- From $s^2k^2+u_0^2=K^2+\beta^2/2\kappa^2$ in the denominator: $\;-1/(2\kappa^2K^2)$.
- From $s^2q^2+v_d^2=K^2+\beta^2[(1-s^2)d^2-d/\kappa+1/2\kappa^2]$ in the denominator: $\;-(1-s^2)d^2/K^2+d/(\kappa K^2)-1/(2\kappa^2K^2)$.
- From the exponent, $-2\int_0^d(x^2/2\kappa+x/2\kappa^2+1/4\kappa^3)dx$: $\;-d^3/3\kappa-d^2/2\kappa^2-d/2\kappa^3$.

Their sum is

$$\begin{aligned}\frac{\Delta\ln T}{\beta^2}=&-\frac{d^3}{3\kappa}+d^2\left[\frac1{2\kappa^2}-\frac1{2k^2}-\frac{1-s^2}{K^2}\right]\\
&+d\left[\frac1{\kappa K^2}-\frac1{2\kappa^3}\right]+\frac1{2\kappa^4}-\frac1{\kappa^2K^2}.\end{aligned}\tag{3}$$

Compare the quadratic terms with the cubic one. The first has relative size $3/(2\kappa d)$ and the second $3\kappa/(2k^2d)$. For $s\le1$ the third is at most $3/(\kappa d)$, because $K^2\ge\kappa^2$. For $s>1$ it is below $3\kappa/(k^2d)$, because $(s^2-1)/K^2<1/k^2$. The terms linear in $d$ and constant are smaller by further powers of $1/\kappa d$. Under the stated conditions the cubic term dominates. $\square$

**Remark 1: how weak the field must be.** The leading semiclassical exponent is $-2\int_0^d\sqrt{\kappa^2+\beta^2x^2}\,dx$. With $\sqrt{1+z}=1+z/2-z^2/8+z^3/16-\dots$ and $z=\beta^2x^2/\kappa^2$ it becomes

$$-2\kappa d-\frac{\beta^2d^3}{3\kappa}+\frac{\beta^4d^5}{20\kappa^3}-\frac{\beta^6d^7}{56\kappa^5}+\dots$$

The quartic term is smaller than the quadratic one by the factor $3\beta^2d^2/(20\kappa^2)$. At $\beta d=0.3\kappa$, quadrature of the full integral leaves a remainder, after the quadratic term is removed, of 0.969 times the quartic term. The sextic term explains the deficit: its ratio to the quartic term is $-(20/56)(0.3)^2=-0.032$. This comparison concerns the exponent alone; the prefactor terms in (3) come in addition and can be larger than the quartic term.

**Remark 2: the opposite limit.** If $\kappa\ll\beta d<k$, the square root is close to $\beta x$ over most of the barrier and the exponent tends to $-\beta d^2$, linear in the field. For $\beta d>k$ this model has no propagating exit wave at normal incidence, and $T=0$.

**Remark 3: slow electrode electrons.** The term $-d^2/2k^2$ in (3) comes from the reduced normal velocity at the exit. It grows as the electrode energy falls and can rival the cubic term even in an opaque barrier. The condition $k^2d\gg\kappa$ is therefore separate from $\kappa d\gg1$.

## Proposition: what a spread of angles does

**Proposition.** At fixed total energy, with $k_z=0$ and to leading order in the exponent, the most favourable entry has $k_y=-\beta d/2$ and loses $\beta^2d^3/(12\kappa)$ in $\ln T$ relative to normal incidence without field. A current summed uniformly over a broad range of $k_y$ loses the same amount in its logarithm.

**Proof.** For $|k_y+\beta x|\ll\kappa$, equation (1) gives the exponent

$$-2\kappa d-\frac1\kappa\int_0^d(k_y+\beta x)^2dx=-2\kappa d-\frac1\kappa\left(k_y^2d+k_y\beta d^2+\frac{\beta^2d^3}3\right).$$

Complete the square, using $\tfrac13-\tfrac14=\tfrac1{12}$:

$$k_y^2d+k_y\beta d^2+\frac{\beta^2d^3}{3}=d\left(k_y+\frac{\beta d}2\right)^2+\frac{\beta^2d^3}{12}.$$

The square vanishes at $k_y=-\beta d/2$, which proves the first claim. In the sum over $k_y$ it gives a Gaussian whose centre, but not its area, depends on the field. The factor $\exp(-\beta^2d^3/12\kappa)$ remains. $\square$

The best electron enters with half the momentum transfer against it and leaves with the other half, so its in-plane energy stays small throughout. "Broad" means that the available $k_y$ extend several Gaussian widths $\sqrt{\kappa/2d}$ to either side of the centre $-\beta d/2$. The centre lies $\sqrt{\beta^2d^3/2\kappa}$ widths from zero, which need not be small. At one fixed oblique angle the response also contains the term $-k_y\beta d^2/\kappa$, which is linear in $B$ and changes sign with it. This term is absent at normal incidence, and it cancels to first order in $B$ when $k_y$ and $-k_y$ enter a sum equally. The change is then quadratic in a weak field, but its coefficient depends on which angles are summed.

## Worked example: an oxide memory cell

Take the oxide of a metal/hafnium-oxide/metal resistive-memory cell as a perfect barrier, with rough typical parameters $\Phi=2.0$ eV, $m_b=0.2\,m_e$ and $d=5.0$ nm. The electrodes are free-electron metals with $E=5.0$ eV, and $B=10$ T. With $\hbar^2/2m_e=0.0381$ eV nm²,

$$\kappa=\sqrt{\frac{0.2\times2.0}{0.0381}}=3.24\ \text{nm}^{-1},\qquad \beta=0.01519\ \text{nm}^{-2}.$$

The conditions hold: $\kappa d=16.2$, $\beta d/\kappa=0.023$ and $k^2d/\kappa=202.5$; with $k=11.5$ nm⁻¹, $\beta d=0.076$ nm⁻¹ is also far below $k$. The law gives

$$\Delta\ln T=-\frac{(0.01519)^2\times5.0^3}{3\times3.24}=-2.97\times10^{-3}.$$

The energy picture gives the same number. The in-plane energy at the exit is 1.10 meV, and its average over the barrier is one third of that, because $x^2$ averages to $d^2/3$. Raising $\Phi$ by $\delta\Phi$ changes $-2\kappa d$ by $-\kappa d\,\delta\Phi/\Phi$, here $-16.2\times0.0003664/2.0=-2.97\times10^{-3}$.

Direct integration of the wave equation gives $-3.06\times10^{-3}$, as does (3). The transmission, $3.0\times10^{-14}$ without field, falls by 0.31 %. A uniform thickening of the oxide by 0.47 pm would do the same, a length far below the size of an atom.

The integrated result exceeds the cubic law by 6.0 %, 3.1 % and 1.6 % at 2.5, 5 and 10 nm, with all else fixed. The excess roughly halves at each doubling, as the quadratic terms in (3) require. Lowering the electrode energy to 0.1 eV, with $\Phi$ and $d$ held fixed, raises the ratio at 5 nm to 1.45. Then $k^2=0.1/0.0381=2.62$ nm⁻², and the velocity term alone adds $3\kappa/(2k^2d)=0.37$.

**Angles.** Metal electrodes supply electrons at many angles. The Gaussian width is $\sqrt{3.24/10}=0.57$ nm⁻¹, far below $k$ and well below $\kappa$, so the proposition applies. Summing the integrated transmission over $k_y$ at fixed energy gives $-7.6\times10^{-4}$, which is 0.247 of the normal-incidence value. This is for $k_z=0$; summing over $k_z$ as well gives $-7.5\times10^{-4}$, or 0.244. One quarter of the cubic law is $-7.4\times10^{-4}$. The best single entry, $k_y=-0.038$ nm⁻¹, gives $-7.9\times10^{-4}$.

**The real cell.** A field of 10 T is a laboratory field, far above what a memory cell meets in use. The model also assumes one barrier mass for all directions and a perfect oxide. At small bias, direct tunnelling through an area $S$ has the conductance $(2e^2/h)\,S\,T\kappa/(4\pi d)$, where $\kappa/(4\pi d)$ is the Gaussian sum over both in-plane directions, per unit area. For 50 nm by 50 nm this means a resistance of about $3\times10^{15}$ Ω, far above that of real cells in their high-resistance state. The figure depends exponentially on the rough parameters: the two-band correction below lowers it to about $7\times10^{12}$ Ω, and a lighter mass or lower barrier lowers it by further orders of magnitude. For parameters near those chosen, the current of real cells flows mainly along other paths, such as defects, and the numbers above describe only the direct-tunnelling part. If a trap at mid-barrier divides the path into two hops of 2.5 nm, and the in-plane momentum starts from zero at each hop, the cubic law gives $-3.7\times10^{-4}$ per hop, one eighth of the full-barrier value. For so short a hop the lower-order terms matter: the wave at the trap decays as $\exp(-\int u\,dx)$ with $u$ from Lemma 2, which raises the change to $-4.5\times10^{-4}$. A localized trap couples to a spread of in-plane momenta, which divides the change by about four, as in the proposition, to about $-1.1\times10^{-4}$ for a point-like trap. This is roughly one seventh of the angle-summed direct value. A trap nearer one face leaves a longer hop, for which the change is larger.

**Other neglected effects.** Each ratio below compares the magnetic change of $\ln T$ at normal incidence with and without the named effect.

- A bias of 0.5 V, or 1 MV/cm, gives 1.09. The barrier then falls towards the exit, where $x^2/\kappa(x)$ has its largest weight. The ratio grows with bias, to 1.4 at 1.5 V and 1.7 at 2 V.
- A two-band oxide with a rough gap $E_g=5.7$ eV has $\kappa$ reduced by $\sqrt{1-\Phi/E_g}$, and the cubic law gives 1.24.
- Image forces, with a rough optical permittivity of 4, lower the barrier by 0.05 eV at midplane. Applied to the whole barrier this gives 1.013; the lowering is larger near the faces, so this underestimates the correction.
- The thermal spread of energies at 300 K gives 1.005.
- Extending the field into the exit electrode, through the slow variation of the outgoing wave number, changes the result by about 0.01 %. (The output line "Field also in electrodes" refers to the exit electrode only.) The cyclotron radius there is 754 nm, far larger than $d$.

Zeeman splitting, with the free-electron moment, shifts the barrier by $\pm0.58$ meV for the two spins. Their first-order effects cancel in the average, leaving $+1.2\times10^{-5}$ in $\ln T$. This holds for direct tunnelling. A trap level shifted by the same amount moves against the Fermi level, and the current through it changes at order $(\mu_BB/k_BT)^2$: by one to a few times $10^{-4}$ at 300 K, comparable with the orbital change of a hop, and by tens of per cent or more at liquid-helium temperature. Thermionic emission carries the factor $e^{-77}$ at 300 K, against $e^{-31}$ for tunnelling.

For these parameters and a bias below about 1 V, the two-band correction is the largest that strengthens the effect. The angle sum weakens it by a factor of about four, and a trap at mid-barrier by a further factor of about seven. At room temperature none of these estimates, taken singly, brings the change at 10 T to one per cent; spin-dependent transport through defects lies outside the model. The numerical output below lists the main values.

## Numbers as computed

```
Barrier Phi = 2.0 eV, barrier mass = 0.2 m_e
Thickness d = 5.0 nm, field B = 10.0 T
Electrode energy = 5.0 eV, electrode mass = 1.0 m_e
hbar^2/(2 m_e) = 0.038100 eV nm^2
kappa = 3.2402 1/nm, kappa*d = 16.201
k in electrode = 11.456 1/nm, k^2 d/kappa = 202.5
beta = 0.015193 1/nm^2, beta*d = 0.07596 1/nm
beta*d/kappa = 0.02344
In-plane energy at exit, barrier mass = 1.0993 meV
Cyclotron radius in electrode = 754 nm
ln T at B = 0: -31.1332, T = 3.013e-14
Change of ln T, cubic law = -2.9682e-03
Change of ln T, full B^2 coefficient = -3.0618e-03
Change of ln T, wave equation = -3.0616e-03
Relative change of T = -0.3057 %
Thickness increase of equal effect = 0.472 pm
Largest error of full coefficient at 2 T = 8.5e-06
Power of B (10 to 20 T) = 1.99968
Power of d (5 to 10 nm) = 2.9780
Wave equation / cubic law at d = 2.5 nm: 1.0600
Wave equation / cubic law at d = 5.0 nm: 1.0315
Wave equation / cubic law at d = 10.0 nm: 1.0159
Same ratio, d = 5 nm, electrode energy 0.1 eV: 1.4488
Exponent remainder / quartic term at beta*d = 0.3 kappa: 0.9692
Best entry k_y = -0.03798 1/nm, change = -7.8619e-04
One quarter of cubic law = -7.4204e-04
Neglected effects (change of ln T at 10 T unless stated):
Summed over k_y at fixed energy: -7.5668e-04
  ratio to normal incidence: 0.2472
Bias 1.0 MV/cm (0.5 V): -3.3520e-03, ratio 1.0949
Two-band oxide, gap 5.7 eV, cubic law: -3.6840e-03, ratio 1.2412
Image lowering at midplane (eps 4) = 0.0499 eV, ratio 1.0127
Thermal energy spread, 300 K: -3.0755e-03, ratio 1.0045
Zeeman shift = 0.5788 meV, its own change of ln T = 1.18e-05
Field also in electrodes: -3.0612e-03, ratio 0.99988
Thermionic factor at 300 K: -Phi/kT = -77.36
Trap at mid-barrier, one hop of 2.5 nm, cubic law: -3.7102e-04
```
